# The strained out-of-plane lattice parameter of coherent CoSi2 on silicon: a program that tests the result

```python
"""Coherent CoSi2 film on thick silicon: lattice parameter along the normal.

Result under test: a_perp = a_f - kappa*(a_s - a_f), kappa = 2*nu/(1 - nu)
  a_f, a_s : unstrained film and substrate lattice parameters (nm)
  nu       : effective Poisson ratio of the film
  a_perp   : strained film parameter along the surface normal (nm)
The formula is compared with energy minimization and with the zero-traction
equations of the full stiffness tensor. Stiffnesses and thermal expansion
coefficients are rough typical values, used only to size corrections.
"""
import itertools
import numpy as np
from scipy.optimize import minimize_scalar

a_f, a_s, nu = 0.5365, 0.5431, 1.0 / 3.0


def kappa_of(poisson):
    return 2 * poisson / (1 - poisson)


def a_perp_formula(film, in_plane, poisson):
    return film - kappa_of(poisson) * (in_plane - film)


def engineering(stretch):
    return stretch - 1


def green(stretch):
    return (stretch**2 - 1) / 2


def a_perp_minimum(film, in_plane, poisson, measure=engineering):
    """Minimize isotropic elastic energy over the free normal parameter."""
    lame, shear = poisson, (1 - 2 * poisson) / 2   # common factor dropped
    e = measure(in_plane / film)

    def energy(normal_parameter):
        z = measure(normal_parameter / film)
        return lame / 2 * (2 * e + z)**2 + shear * (2 * e**2 + z**2)

    found = minimize_scalar(energy, bounds=(0.9 * film, 1.1 * film),
                            method="bounded", options={"xatol": 1e-12})
    assert found.success
    return found.x


def stiffness_tensor(c11, c12, c44):
    d = np.eye(3)
    same = np.einsum("ij,jk,kl->ijkl", d, d, d)
    return (c12 * np.einsum("ij,kl->ijkl", d, d)
            + c44 * (np.einsum("ik,jl->ijkl", d, d)
                     + np.einsum("il,jk->ijkl", d, d))
            + (c11 - c12 - 2 * c44) * same)


def film_axes(normal):
    """Rows: two in-plane unit vectors, the first along [1 -1 0], and normal."""
    n = np.array(normal, float) / np.linalg.norm(normal)
    x = np.array([1.0, -1.0, 0.0]) / np.sqrt(2)
    return np.array([x, np.cross(n, x), n])


def free_surface_response(c, normal):
    """Normal strain and two shear strains per unit equal in-plane strain."""
    r = film_axes(normal)
    c = np.einsum("ai,bj,ck,dl,ijkl->abcd", r, r, r, r, c)
    matrix = np.column_stack([c[:, 2, 2, 2], 2 * c[:, 2, 0, 2],
                              2 * c[:, 2, 1, 2]])
    return np.linalg.solve(matrix, -(c[:, 2, 0, 0] + c[:, 2, 1, 1]))


# Closed formula against energy minimum and traction equations
for poisson in (0.1, 0.25, nu, 0.45):
    assert abs(a_perp_minimum(a_f, a_s, poisson)
               - a_perp_formula(a_f, a_s, poisson)) < 1e-7
    isotropic = stiffness_tensor(1 - poisson, poisson, (1 - 2 * poisson) / 2)
    for normal in ((0, 0, 1), (1, 1, 1), (1, 1, 2)):
        response = free_surface_response(isotropic, normal)
        assert np.allclose(response, [-kappa_of(poisson), 0, 0], atol=1e-12)

kappa = kappa_of(nu)
a_perp = a_perp_formula(a_f, a_s, nu)
eps_par = (a_s - a_f) / a_f
eps_perp = -kappa * eps_par
mismatch_perp = (a_perp - a_s) / a_s
wrong_uniaxial = a_f * (1 - nu * eps_par)
assert abs(a_s - a_perp_minimum(a_f, a_s, nu)
           - (1 + kappa) * (a_s - a_f)) < 1e-7
assert abs(wrong_uniaxial - a_perp_minimum(a_f, a_s, nu)) > 1e-3

# Deform the crystal and measure plane spacing, in-plane period and volume
for normal in ((0, 0, 1), (1, 1, 1)):
    r = film_axes(normal)
    strain = r.T @ np.diag([eps_par, eps_par, eps_perp]) @ r
    cell = a_f * (np.eye(3) + strain)
    spacing = 1 / np.linalg.norm(np.array(normal) @ np.linalg.inv(cell))
    assert abs(spacing * np.linalg.norm(normal) - a_perp) < 1e-12
    period = np.linalg.norm(cell @ np.array([1, -1, 0])) / np.sqrt(2)
    assert abs(period - a_s) < 1e-12
    volume_change = np.linalg.det(cell) / a_f**3 - 1
    assert abs(volume_change - (2 - kappa) * eps_par) < 2 * eps_par**2
spacing_111 = spacing

# Cubic anisotropy, rough stiffnesses in GPa
c11, c12, c44 = 230.0, 140.0, 80.0
cubic = stiffness_tensor(c11, c12, c44)
bulk3 = c11 + 2 * c12
kappa_001 = 2 * c12 / c11
kappa_111 = (2 * bulk3 - 4 * c44) / (bulk3 + 4 * c44)
for normal, k in (((0, 0, 1), kappa_001), ((1, 1, 1), kappa_111)):
    assert np.allclose(free_surface_response(cubic, normal), [-k, 0, 0],
                       atol=1e-12)
    assert abs(kappa_of(k / (2 + k)) - k) < 1e-12
shear_112 = np.max(np.abs(free_surface_response(cubic, (1, 1, 2))[1:]))
assert shear_112 > 0.01
a_001 = a_f - kappa_001 * (a_s - a_f)
a_111 = a_f - kappa_111 * (a_s - a_f)

# Rounding of the two inputs: half a unit in the last digit
half_digit = 0.00005
rounding = (1 + kappa) * half_digit + kappa * half_digit
corners = [abs(a_perp_minimum(a_f + i * half_digit, a_s + j * half_digit, nu)
               - a_perp) for i, j in itertools.product((-1, 1), repeat=2)]
assert abs(max(corners) - rounding) < 1e-7

# Finite strain: energy quadratic in Green or in logarithmic strain
a_green = np.sqrt(a_f**2 - kappa * (a_s**2 - a_f**2))
a_log = a_f * (a_f / a_s)**kappa
assert abs(a_perp_minimum(a_f, a_s, nu, green) - a_green) < 1e-7
assert abs(a_perp_minimum(a_f, a_s, nu, np.log) - a_log) < 1e-7

# Partial loss of coherence
relaxed = 0.10
relaxation_shift = kappa * relaxed * (a_s - a_f)
a_partly = a_perp_minimum(a_f, a_s - relaxed * (a_s - a_f), nu)
assert abs(a_partly - a_perp - relaxation_shift) < 1e-7

# Warming, rough expansion coefficients in 1/K
alpha_f, alpha_s, warming = 1.0e-5, 3.0e-6, 100.0
thermal_shift = ((1 + kappa) * a_f * alpha_f
                 - kappa * a_s * alpha_s) * warming
a_warm = a_perp_minimum(a_f * (1 + alpha_f * warming),
                        a_s * (1 + alpha_s * warming), nu)
assert abs(a_warm - a_perp - thermal_shift) < 1e-7

print(f"film parameter a_f = {a_f:.4f} nm")
print(f"silicon parameter a_s = {a_s:.4f} nm")
print(f"difference a_s - a_f = {a_s - a_f:.4f} nm")
print(f"effective Poisson ratio = {nu:.4f}")
print(f"strain ratio kappa = {kappa:.4f}")
print(f"in-plane strain = {100 * eps_par:.3f} %")
print(f"normal strain = {100 * eps_perp:.3f} %")
print(f"a_perp, formula = {a_perp:.4f} nm")
print(f"a_perp, formula = {10 * a_perp:.3f} angstrom")
print(f"a_perp, energy minimum = {a_perp_minimum(a_f, a_s, nu):.6f} nm")
print(f"a_s - a_perp = {a_s - a_perp:.4f} nm")
print(f"normal mismatch relative to Si = {100 * mismatch_perp:.2f} %")
print(f"ratio a_perp/a_s = {a_perp / a_s:.4f}")
print(f"strained (111) plane spacing = {spacing_111:.4f} nm")
print(f"cell volume change = {100 * volume_change:.2f} %")
print(f"wrong one-axis formula gives = {wrong_uniaxial:.4f} nm")
print(f"rough C11, C12, C44 = {c11:.0f}, {c12:.0f}, {c44:.0f} GPa")
print(f"(001): kappa = {kappa_001:.2f}")
print(f"(001): effective nu = {kappa_001 / (2 + kappa_001):.2f}")
print(f"(001): a_perp = {a_001:.4f} nm, shift = {a_001 - a_perp:+.4f} nm")
print(f"(111): kappa = {kappa_111:.2f}")
print(f"(111): effective nu = {kappa_111 / (2 + kappa_111):.2f}")
print(f"(111): a_perp = {a_111:.4f} nm, shift = {a_111 - a_perp:+.4f} nm")
print(f"(112): shear strain / in-plane strain = {shear_112:.2f}")
print(f"input rounding, each parameter = {half_digit:.5f} nm")
print(f"worst rounding error of a_perp = {rounding:.5f} nm")
print(f"Green-strain law: a_perp = {a_green:.5f} nm")
print(f"Green-strain shift = {a_green - a_perp:+.5f} nm")
print(f"logarithmic-strain law: a_perp = {a_log:.5f} nm")
print(f"logarithmic-strain shift = {a_log - a_perp:+.5f} nm")
print(f"relaxed fraction of mismatch = {100 * relaxed:.0f} %")
print(f"shift from this relaxation = {relaxation_shift:+.5f} nm")
print(f"rough expansion coefficient, film = {alpha_f:.1e} 1/K")
print(f"rough expansion coefficient, Si = {alpha_s:.1e} 1/K")
print(f"temperature rise = {warming:.0f} K")
print(f"shift from this warming = {thermal_shift:+.5f} nm")
print("success")
```

It prints:

```
film parameter a_f = 0.5365 nm
silicon parameter a_s = 0.5431 nm
difference a_s - a_f = 0.0066 nm
effective Poisson ratio = 0.3333
strain ratio kappa = 1.0000
in-plane strain = 1.230 %
normal strain = -1.230 %
a_perp, formula = 0.5299 nm
a_perp, formula = 5.299 angstrom
a_perp, energy minimum = 0.529900 nm
a_s - a_perp = 0.0132 nm
normal mismatch relative to Si = -2.43 %
ratio a_perp/a_s = 0.9757
strained (111) plane spacing = 0.3059 nm
cell volume change = 1.21 %
wrong one-axis formula gives = 0.5343 nm
rough C11, C12, C44 = 230, 140, 80 GPa
(001): kappa = 1.22
(001): effective nu = 0.38
(001): a_perp = 0.5285 nm, shift = -0.0014 nm
(111): kappa = 0.84
(111): effective nu = 0.30
(111): a_perp = 0.5309 nm, shift = +0.0010 nm
(112): shear strain / in-plane strain = 0.29
input rounding, each parameter = 0.00005 nm
worst rounding error of a_perp = 0.00015 nm
Green-strain law: a_perp = 0.52982 nm
Green-strain shift = -0.00008 nm
logarithmic-strain law: a_perp = 0.52998 nm
logarithmic-strain shift = +0.00008 nm
relaxed fraction of mismatch = 10 %
shift from this relaxation = +0.00066 nm
rough expansion coefficient, film = 1.0e-05 1/K
rough expansion coefficient, Si = 3.0e-06 1/K
temperature rise = 100 K
shift from this warming = +0.00091 nm
success
```
